# Coating thickness that disconnects a pore network, found with union-find

A calculation of gas flow through a membrane coated by atomic layer deposition has to decide how many coating cycles to cover. If molecules are treated as points, there is an open route from inlet to outlet up to some film thickness, and the flow equations must be solved again after each cycle. Beyond that thickness the flow is zero and no solve is needed. That thickness can be found beforehand, without any flow calculation, from the pore sizes and their connections.

## A network small enough to trace

Take six pores, numbered 0 to 5. Gas enters at pore 0 and leaves at pore 5. The pores are joined by eight throats with these radii in nm:

- 0–1: 9, 2–4: 8, 3–4: 7, 0–2: 6
- 3–5: 5, 1–2: 4, 1–3: 3, 4–5: 2

For now the pore bodies are so wide that they never close. The film is conformal: at thickness $t$ each throat has lost $t$ from its radius, and a throat of radius $r$ is closed once $t\ge r$.

One could raise $t$ in small steps, delete the closed throats and search for a route each time. It is cheaper to run the process backwards. Start with a film so thick that every throat is closed, then thin it. The throats reopen from widest to narrowest, and clusters of connected pores can only merge:

1. Radius 9 joins 0 and 1, giving {0,1}.
2. Radius 8 joins 2 and 4, giving {2,4}.
3. Radius 7 joins 3 to these, giving {2,3,4}.
4. Radius 6 joins the two clusters, giving {0,1,2,3,4}.
5. Radius 5 joins 3 and 5. Inlet and outlet are now in one cluster.

The disconnecting thickness is therefore 5 nm. Two facts confirm it. The route 0–2–4–3–5 has radii 6, 8, 7 and 5, so it is open for every $t<5$ nm. And pore 5 is reached only through throats of radius 5 and 2, both closed at $t=5$ nm.

Walking from the inlet and taking the widest new throat at each pore does not do the same job. From 0 it goes to 1 through radius 9, then must use radius 4 or less. The choice has to be made over the whole network.

**A narrow pore body.** Let pore 4 have a body of radius 4.5 nm. Every route through it is blocked at $t=4.5$ nm, however wide its throats are. Throats 2–4 and 3–4 then count as 4.5 instead of 8 and 7. The order becomes 0–1 (9), 0–2 (6), 3–5 (5), then the two tied throats at 4.5. The second of the tied pair, whichever it is, makes the join, and the answer drops to 4.5 nm.

## The general statement

Let $R_i$ be the inscribed radius of pore body $i$ and $r_{ij}$ that of the throat between $i$ and $j$. Give each throat the passage width
$$w_{ij}=\min(r_{ij},R_i,R_j).$$
The inlet pores are joined from the start to one inlet reservoir, and the outlet pores to one outlet reservoir. Every route $P$ between them is assumed to hold at least one throat. Molecules have zero size for the moment, and growth is saturated, so that every wall the gas reaches gains the same thickness.

Each body on a route is an end of some throat on that route. All bodies and throats of $P$ are therefore open exactly when every $w_{ij}$ on $P$ exceeds $t$, that is, when $\min_P w>t$. Some route is open if and only if
$$M\equiv\max_P\,\min_{ij\in P}w_{ij}>t .$$
The network is connected for $t<M$ and disconnected for $t\ge M$, so $t_c=M$.

It remains to show that the width $w_c$ of the throat that makes the first join equals $M$.

*Lower bound.* After the join, the added throats contain a route. All of them have $w\ge w_c$, because they were added in falling order. Hence $M\ge w_c$.

*Upper bound.* Let $C$ be the inlet cluster just before the join. A throat with one end in $C$ and the other outside has not been added, since adding it would have merged its ends. It therefore has $w\le w_c$. Every route to the outlet must leave $C$, so every route has $\min_P w\le w_c$, and $M\le w_c$.

The same argument gives a second form. Call a *cut* any division of the pores that puts the inlet pores on one side and the outlet pores on the other. Every route crosses every cut, so the narrowest width on a route cannot exceed the widest width across a cut. The route and the cluster $C$ found above reach equality:
$$t_c=\max_P\,\min_{ij\in P}w_{ij}=\min_{\rm cuts}\ \max_{ij\in{\rm cut}}w_{ij}.$$
The route proves that the network is still open below $t_c$; the cut proves that it is closed at $t_c$. In 20 random networks of 3 by 5 pores, with throat radii of 2 to 9 nm and body radii of 4 to 11 nm, listing all routes and all cuts gave the union-find value each time.

## The algorithm and its cost

Union-find stores each cluster as a tree. Every node points to a parent, and the root names the cluster.

1. Compute all $w_{ij}$ and sort them in falling order.
2. Make each pore and each reservoir its own root. Merge the inlet pores with the inlet reservoir and the outlet pores with the outlet reservoir.
3. For the next throat, follow the pointers from both ends to their roots. If the roots differ, hang the smaller tree under the root of the larger.
4. Stop when both reservoirs have the same root, and return the current $w_{ij}$. If the list runs out first, the network was disconnected before coating.

A node moves one level deeper only when its tree is hung under one at least as large, so the size of its tree at least doubles. With $V$ nodes this happens at most $\log_2V$ times, which bounds the length of any search. For $E$ throats the merging costs at most of order $(E+V)\log V$ and the sort of order $E\log E$. No step size in $t$ enters, and the result is as sharp as the radii.

## Regions that lose their gas supply

The film does not grow everywhere. In the six-pore network, suppose that coating from the inlet continues past 5 nm. At 6 nm throat 0–2 closes; throats 1–2 and 1–3 closed earlier. Pores 2, 3 and 4 are now cut off, and throats 2–4 and 3–4 stay open with radii of 2 and 1 nm. Uniform growth would have closed them at 8 and 7 nm.

This does not change $t_c$. Let $t$ be the nominal thickness, that of a wall supplied in every cycle. If a route is open now, it was open at all earlier times, because growth never widens a passage. It was joined to the inlet throughout, so all its walls carry the full thickness $t$, and $\min_P w>t$. Conversely, if $\min_P w>t$, the route is open, because no wall carries more than $t$. The condition is the one used before. Loss of supply changes how much void is left behind, not the thickness at which the connection breaks.

## A model membrane layer

The larger example is a cubic network of $20\times20\times20$ pores, 30 nm apart, so the layer is 600 nm thick. Throat radii are drawn evenly from 2 to 9 nm and body radii from 6 to 13 nm. The film grows by $g=0.1$ nm per cycle. The main values quoted below are in the numerical output that follows the text.

Inlet and outlet join after 5441 of the 22,800 throats, a fraction of 0.239, at
$$t_c=6.888\ \text{nm}.$$
The number of cycles is the smallest integer $N$ with $Ng\ge t_c$:
$$N=\left\lceil\frac{6.888}{0.1}\right\rceil=\lceil 68.88\rceil=69 .$$
Growing the film cycle by cycle, with supply from the inlet only, also breaks the connection at cycle 69. At that point 5115 of the 8000 pores are open but out of reach of the inlet; 1720 of these are still open to the outlet. Uniform growth would have closed 381 throats that are in fact still open.

The bottleneck is a pore body. This can happen because the radii are drawn independently, so some throats are wider than a body they join. If throats are defined as the constrictions between bodies, no throat is wider than its bodies, and the throat radii alone suffice. Here, with throat radii alone the result would be 7.351 nm, which is 0.463 nm or 7% above the correct value for this network, and the count would be 74 cycles.

## Molecules of finite size

Let the precursor be a sphere of radius $a$. A passage admits it only while $w-t>a$, so the precursor loses its last route at $t=w_c-a$. For trimethylaluminium, with a rough $a=0.3$ nm,
$$N_a=\left\lceil\frac{6.888-0.3}{0.1}\right\rceil=\lceil65.88\rceil=66 .$$
Growth limited by access gives the same count. The layer is then closed to the precursor but not to sufficiently small molecules, and further cycles cannot seal it within this geometric model. In the model a gas of such small molecules keeps flowing, however many cycles follow. The model leaves out the outer face of the layer, where film keeps growing in a real process and can bridge the narrowed pore mouths.

The hole that remains can be bounded. A wall is coated only if its passage had a radius above $a$ before the cycle, so more than $a-g$ is left afterwards. Here all passages start wider than $a$, so this holds for every passage. Every route is also blocked for the precursor, so each has a place no wider than $a$. The bottleneck of the widest remaining route therefore lies between $a-g=0.2$ nm and $a=0.3$ nm. The computed value is 0.291 nm. The original bottleneck has $6.888-6.6=0.288$ nm left, so the widest remaining route passes elsewhere.

## Curved walls

On a concave wall, a fixed film volume per wall area makes a slightly thicker film. In a cylinder of radius $\rho$, equal volume per unit length means
$$2\pi\rho g=\pi(\rho^2-\rho'^2),\qquad \rho'=\rho\sqrt{1-2g/\rho}\approx\rho-g-\frac{g^2}{2\rho}.$$
The radius lost per cycle is $g(1+g/2\rho)$. Its inverse, with the first correction in $g/\rho$, is $1/g-1/(2\rho)$, and integration from the end radius $\rho_e$ up to $r$ gives
$$N\approx\frac{r-\rho_e}{g}-\frac12\ln\frac r{\rho_e}.$$
With $r=6.888$ nm and $\rho_e=0.3$ nm the saving is $\tfrac12\ln 22.96=1.57$ cycles. Direct iteration gives 64.31 instead of 65.88 cycles, the same difference.

The bottleneck here is a body, for which a sphere is the closer shape. Then $4\pi\rho^2g=\tfrac{4\pi}{3}(\rho^3-\rho'^3)$ gives $\rho'\approx\rho-g-g^2/\rho$. The correction is twice as large, about 3 cycles. Because bodies and throats now close at different rates, their order can change. The cure is to replace each radius by the number of cycles that the element needs to close, and to sort by the smallest of the three numbers for each throat. With throats as cylinders and bodies as spheres, this gives about 63.6 cycles for the network instead of 65.9, so the network saves about 2 cycles rather than the 3 of its original bottleneck.

## Does the dose still saturate the walls?

The narrower the route, the longer the gas must be supplied in each cycle. At 1 Torr and 450 K the mean free path of the precursor is roughly 30 µm, far above the pore sizes, so molecules fly from wall to wall.

Let a molecule leave a cylinder wall with the cosine law. Let $\theta$ be its angle to the axis and $\varphi$ the angle of its cross-sectional direction to the inward normal. The weight is $\sin\theta\cos\varphi\,d\Omega/\pi$ with $d\Omega=\sin\theta\,d\theta\,d\varphi$, and the flight length is $s=2r\cos\varphi/\sin\theta$. With $z=s\cos\theta$,
$$\langle s\rangle=\frac{2r}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^2\!\varphi\,d\varphi\int_0^\pi\!\sin\theta\,d\theta=\frac{2r}{\pi}\cdot\frac{\pi}{2}\cdot2=2r,$$
$$\langle z^2\rangle=\frac{4r^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\!\varphi\,d\varphi\int_0^\pi\!\cos^2\!\theta\,d\theta=\frac{4r^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8r^2}{3}.$$
Molecules leaving a wall are weighted by their speed, so their mean inverse speed is $1/\bar v$, where $\bar v$ is the mean speed in the gas. The mean flight time is $2r/\bar v$. Directions are forgotten at each wall, so the diffusion constant is
$$D=\frac{\langle z^2\rangle}{2(2r/\bar v)}=\frac23r\bar v .$$
A throat of length $l$ has the flow resistance $Z=l/(\pi r^2D)=3l/(2\pi r^3\bar v)$ and the wall area $A=2\pi rl$. This resistance is the limit for a long straight tube, $l\gg r$. If molecules lose their direction at each pore, a throat with $l/r\approx4$ resists about 1.8 times more, while at $l/r\approx80$ the excess is only about 7%. The route used below turns at most of its pores, so its first-cycle exposure may be low by up to a factor of about two.

Suppose that adsorption is fast, so that a sharp front separates coated from bare wall, and that little gas is stored in the pores. Let $n_0$ be the inlet gas density and $S$ the number of molecules taken up per wall area. When a fraction $x$ of throat $j$ is coated, the flow is $n_0/(\sum_{i<j}Z_i+xZ_j)$, and it supplies $SA_j\,dx$ in time $d\tau$. Integration over $x$ from 0 to 1 and summation over throats give
$$n_0\tau=S\sum_jA_j\Big(\sum_{i<j}Z_i+\tfrac12Z_j\Big).$$
The exposure, pressure times time, is $kT\,n_0\tau$. For a uniform tube of length $L$ the sum is half the product of total area and total resistance, so $n_0\tau=3SL^2/(2r^2\bar v)$.

Of the routes through throats with $w\ge w_c$, the shortest have 41 throats, or 1230 nm. One of them is used here. Each cycle adds $S=3.54$ Al atoms per nm², one per precursor molecule, and $\bar v=364$ m/s. A uniform tube with $r=6.888$ nm would need
$$kT\,\frac{3(3.54\times10^{18})(1.23\times10^{-6})^2}{2(6.888\times10^{-9})^2(364)}\approx2.9\ \text{Pa s}\approx0.022\ \text{Torr s},$$
with all lengths in metres. The sum over the actual widths, each applied over the full 30 nm between pore centres, gives about 0.018 Torr s for the first cycle. Before cycle 66, at 6.5 nm of film, it gives about 2.6 Torr s for point molecules on this route alone. On the same terms, a supply of 1.0 Torr s is just enough at about 6.2 nm, where the bottleneck has about 0.7 nm left.

Near closure these exposures are far too low for the real precursor. The centre of a molecule of radius $a$ can move only within $r-a$ of the axis, which raises $Z$ by a factor of about $[r/(r-a)]^3$. With $a=0.3$ nm the exposure for this route before cycle 66 rises from about 2.6 to about 61 Torr s. Side branches take up gas as well: coating the whole network of passages open to the precursor at that stage needs about 39 Torr s even with the point-molecule resistances. A supply of 1.0 Torr s therefore falls short well before 6.2 nm. The shape of the bodies is still left out. The narrow body at the bottleneck is given the full length of the throats it joins, although it was only about 14 nm across before coating. If bodies and throats on this route are treated as separate tubes, each body as long as its original diameter, the 61 Torr s falls to about 47 Torr s. If the length of each body also shrinks with the film, it falls to about 25 Torr s. The tube formula itself is doubtful when a passage is hardly wider than the molecule. If the dose falls short, no wall gains more than the nominal thickness, so the nominal thickness at disconnection can only stay the same or rise. The size of that shift was not computed.

## Setting the model beside a real membrane

The example resembles a mesoporous ceramic layer coated with alumina from trimethylaluminium and water. Its pore sizes, growth per cycle, temperature and film density of 3.0 g/cm³ are rough typical values. Real pores are not round and do not sit on a cubic lattice, and a measured throat-size distribution would have to replace the even one used here. The lateral size is also far from reality: the model is 600 nm wide, while a membrane may be centimetres wide.

Width matters because a wider layer keeps all the routes of its parts and adds new ones. Its $t_c$ is at least the largest $t_c$ of its blocks. With the layer thickness held at 20 pores, the mean $t_c$ was 6.73 nm for networks 10 pores wide, 6.92 nm for 20 and 7.04 nm for 40. In one of the widest samples the four blocks gave 6.926, 6.913, 6.961 and 6.872 nm, and the whole gave 6.973 nm.

Going from 20 to 40 pores thus costs about one more cycle. The shift for a centimetre-wide layer is not known from these samples. The 9 nm limit on throat radii bounds $t_c$ from above in this model, but it is not an estimate. In a real layer a single crack that runs from inlet to outlet, with a half-width above 9 nm all along, would set the result, and the algorithm can account for it only if it is in the network.

## Table of computed values

```
HAND NETWORK (pore-pore: radius in nm)
  0-1: 9, 2-4: 8, 3-4: 7, 0-2: 6
  3-5: 5, 1-2: 4, 1-3: 3, 4-5: 2
joins at throat number 5, radius 5 nm
inlet cluster just before: [0, 1, 2, 3, 4]
MODEL MEMBRANE LAYER
pores 8000, throats 22800
pore spacing 30 nm
layer thickness 600 nm
throat radii 2 to 9 nm
body radii 6 to 13 nm
growth per cycle 0.1 nm
disconnecting thickness 6.888 nm
bottleneck is a pore body
throats added at the join 5441
fraction of throats added 0.239
result if bodies are ignored 7.351 nm
cycles to disconnect, point molecules 69
throats spared by loss of access 381
open pores cut off from inlet 5115
NEGLECTED: MOLECULE SIZE
precursor radius (rough) 0.3 nm
cycles until precursor is blocked 66
pinhole radius left at the end 0.291 nm
NEGLECTED: CURVATURE (bottleneck as cylinder)
cycles to precursor radius, flat 65.88
cycles to precursor radius, curved 64.31
NEGLECTED: FINITE DOSE (critical path only)
temperature 450 K
film density (rough) 3.0 g/cm3
mean molecular speed 364 m/s
Al atoms added per cycle 3.54 per nm2
throats on critical path 41
path length 1230 nm
exposure needed, first cycle 0.0178 Torr s
thickness before last open cycle 6.5 nm
exposure needed, that cycle 2.63 Torr s
exposure supplied (chosen) 1.0 Torr s
supply falls short at thickness 6.209 nm
bottleneck radius left there 0.680 nm
gas mean free path at 1 Torr 29.1 um
NEGLECTED: SAMPLE WIDTH (mean, std. deviation)
10 pores wide, 40 samples: 6.728, 0.122 nm
20 pores wide, 20 samples: 6.918, 0.066 nm
40 pores wide, 10 samples: 7.039, 0.074 nm
four blocks of the last wide sample (nm):
  6.926, 6.913, 6.961, 6.872
whole of that sample 6.973 nm
widest passage in model layer 8.997 nm
```
